Junction Temperature When Thermal Conductivity Falls as One over Temperature, part 2

The problem is to find the steady junction temperature Tj of a heated crystal whose conductivity falls as it warms. Temperatures are absolute. The conductivity is k = k0 T0/T, where k0 is its value at the base temperature T0 and may vary with position. Part of the surface is a sink held at T0, and the rest is adiabatic. The dissipated power P is released with a fixed shape g, whose integral over the solid is one:

div(k0 (T0/T) grad T) + P g = 0.   (2)

The first half of the text introduced the Kirchhoff variable

u(T) = ∫ from T0 to T of (T0/T′) dT′ = T0 ln(T/T0).   (3)

It obeys the linear heat equation with conductivity k0 and vanishes on the sink. Let φ be the solution of that linear problem for unit power. The thermal resistance R0 is the value of φ at the junction, so u = P R0 there. This gives the exponential law, called "the law" below:

Tj = T0 exp(P R0/T0).   (8)

With x = P R0/T0, its expansion is

Tj = T0 (1 + x + x²/2 + x³/6 + ...)
   = T0 + P R0 + (P R0)²/(2T0) + ...   (9)

A constant-conductivity calculation gives the rise P R0. Its error relative to the true rise is (eˣ − 1 − x)/(eˣ − 1), which for small x is

(x/2 + x²/6)(1 − x/2) ≈ x/2 − x²/12.   (10)

The differential resistance is dTj/dP = R0 Tj/T0. From a known junction temperature, R0 is recovered as (T0/P) ln(Tj/T0).

The scaling result is that, at fixed P, the ratio of Tj to the sink temperature does not depend on the sink temperature. The ratio stays exp(P R0/T0), with R0 and T0 both taken at the original base temperature.

For a mean over a heated region, written with angle brackets, and with R0 varying from point to point,

⟨T⟩ ≥ T0 exp(P⟨R0⟩/T0).   (14)

### Contacts and layers that break the transformation

Suppose a thin interface has a resistance r_b, for unit area, that does not depend on temperature. The flux through it is (T1 − T2)/r_b, where T1 and T2 are the temperatures on its two sides. Expressed in u, this is

(T0/r_b) [exp(u1/T0) − exp(u2/T0)],

which is not linear. The problem for u then has a nonlinear boundary condition, and (8) is no longer exact for the whole path. A convective boundary fails for the same reason.

If the interface is isothermal on each side, the answer is still simple. Let its total resistance be Rb. When it lies between the crystal and the sink, the crystal sees a sink at T0 + P Rb, and the scaling of the first half gives

Tj = (T0 + P Rb) exp(P R0/T0).   (15)

When it lies between the heat source and the crystal, its temperature step is added after the exponential:

Tj = T0 exp(P R0/T0) + P Rb.

The same resistance thus costs more at the sink side, by the factor exp(x), because it heats the crystal and lowers its conductivity.

Two layers with different temperature laws also break the transformation. Each has its own function u(T), so a continuous temperature makes u jump at their boundary by an amount that depends on the temperature.

### A different exponent

Let the whole solid follow k = k0 (T0/T)ⁿ with n > 1. The Kirchhoff variable is now

u = ∫ from T0 to T of (T0/T′)ⁿ dT′
  = [T0/(n−1)] [1 − (T0/T)ⁿ⁻¹].

The linear problem is unchanged, so u = P R0 at the junction. Solving for T gives

(T0/Tj)ⁿ⁻¹ = 1 − (n−1)x
Tj = T0 [1 − (n−1)x]^(−1/(n−1)).   (16)

However hot the solid becomes, u stays below T0/(n−1). If the junction is the hottest point, its temperature therefore diverges at the finite power

P = T0/[(n−1)R0],   (17)

and above it this model has no steady state. For n = 1 the variable u has no upper limit, and the exponential law is finite at every power.

To recover that law, put ε = n − 1 and take the logarithm of (16):

ln(Tj/T0) = −(1/ε) ln(1 − εx) = x + εx²/2 + ε²x³/3 + ...   (18)

As ε tends to zero this becomes x. The term εx²/2 is the leading fractional change of Tj caused by a steeper exponent at fixed k0.

### The transistor and its resistance

The example is one long gate finger of a gallium nitride transistor on a gallium nitride substrate. Its heat is released in a surface strip of width w = 1 µm, at the centre of a chip of width s = 1000 µm and thickness h = 300 µm. The back is the sink at T0 = 300 K, and the conductivity there is k0 = 200 W/(m K). The dissipated power is 10 W per millimetre of gate width. From here on P means power per unit gate width, and R0 has the unit K mm/W.

Take x̂ across the strip and z downward from the surface. For unit power the flux entering the surface is 1/w for |x̂| < w/2 and zero elsewhere. The side walls are adiabatic, so we expand in cosines whose slope vanishes at x̂ = ±s/2:

λm = 2πm/s, m = 1, 2, 3, ...

The mean of the entering flux is 1/s. The coefficient of cos(λm x̂) is

(2/s)(1/w) ∫ from −w/2 to w/2 of cos(λm x̂) dx̂ = (2/s) Sm,
Sm = sin(λm w/2)/(λm w/2).

The solution that vanishes at z = h is

φ = A0 (h − z) + Σ Am cos(λm x̂) sinh[λm(h − z)]/cosh(λm h).

At z = 0 its downward flux −k0 ∂φ/∂z is k0 A0 + Σ k0 Am λm cos(λm x̂). Matching the terms gives A0 = 1/(k0 s) and Am = 2Sm/(k0 s λm). At the strip centre

R0 = (1/k0) [h/s + (2/s) Σ Sm tanh(λm h)/λm].   (19)

The sum gives R0 = 12.19 K mm/W. The first term, for heat spread evenly over the chip, is 300/(1000 × 200) K m/W, or 1.5 K mm/W. The rest comes from the crowding of heat near the strip.

A closed estimate confirms the size. For a line source on a very wide chip, the unit-power solution is

φ = [1/(πk0)] ln |coth[π(x̂ + iz)/(4h)]|.

It is harmonic away from the source. At z = h the hyperbolic sine and cosine have equal modulus, so φ = 0 there. The surface is a line of symmetry, so no heat crosses it away from the source. Near the source φ ≈ −ln(ρ)/(πk0) plus a constant, with ρ the distance, and the flux through a half circle is k0 × πρ/(πk0ρ) = 1, as required. On the surface close to the source φ ≈ ln[4h/(π|x̂|)]/(πk0). The centre of a strip receives the average of this over |x̂| < w/2. Since the average of ln|x̂| is ln(w/2) − 1,

R0 ≈ [ln(8h/(πw)) + 1]/(πk0).   (20)

Here the logarithm is 6.64, and R0 ≈ 7.64/(π × 200) K m/W = 12.16 K mm/W. The side walls, left out of (20), account for the small remainder. Halving the strip width adds ln 2/(πk0), about 1.1 K mm/W.

### The junction temperature

The linear rise is

P R0 = 10 × 12.191 = 121.91 K,

so x = 121.91/300 = 0.4064. Since exp(0.4064) = 1.501,

Tj = 300 × 1.501 = 450 K, or 177 °C.

A constant conductivity would give 422 K. It misses 28.5 K of a true rise of 150.4 K, or 19 percent, in agreement with (10). The second-order term in (9) supplies 24.8 K of this, and the higher terms supply the rest. The conductivity at the junction has fallen to 133 W/(m K). The differential resistance is 12.19 × 450.4/300 = 18.3 K mm/W, half as large again as R0.

The mean over the strip is 446 K, about 5 K below the centre. The law applied to the mean R0 falls short of this mean by 0.02 K. The choice between centre and mean therefore matters far more here than the inequality (14).

### A direct solution of the nonlinear equation

The law was tested against a solution of (2) that does not use u. The cross-section was divided into cells, and heat was balanced in each, with the conductivity between neighbouring nodes taken at their average temperature. The conductivities were updated until the temperatures settled.

At 2.5, 5 and 10 W/mm this gave 332.06, 367.56 and 450.33 K, where the law gives 332.08, 367.59 and 450.41 K. The largest difference, 0.08 K, is smaller than the 0.24 K by which the result at 10 W/mm moves when the mesh is made twice as coarse.

With the sink raised to 350 K at the same power, the coarser mesh gave a junction at 525.1 K. The ratio to the sink temperature was 1.5003, the same as for the sink at 300 K. The rise had grown from 150 K to 175 K.

### How large are the neglected effects?

Each effect below is introduced alone, with the power at 10 W/mm and everything else unchanged. The shifts need not add.

**Steeper exponent.** For n = 1.4, a rough value for such crystals, (16) gives 467 K, a shift of +17 K. The leading term of (18) gives 0.4 × 0.4064²/2 = 0.033, or 15 K. The direct solution on the coarse mesh agrees with (16) to 0.01 K when R0 in (16) is taken from the linear solution on the same mesh. The divergence (17) lies at 61.5 W/mm, far above the power of this isolated finger. The margin shrinks as R0 grows: for the unlimited row of fingers 50 µm apart considered below, (19) gives R0 = 36 K mm/W and (17) gives about 21 W/mm.

**Die attach.** A layer of 0.5 mm² K/W between substrate and sink, a rough value for solder, raises the junction by 8 K in the direct solution. By the scaling law, this equals the effect of a sink warmed uniformly by about 8.3/1.50, which is between 5.5 and 5.6 K.

**Finite finger.** Let the finger have length L = 400 µm on a chip 1000 µm long, at the same power per unit width. Cosines are then needed along the finger too, and the steps that led to (19) give

R0 = [L/(k0 s²)] Σ Σ cm cn Sm Sn′ tanh(γh)/γ.

Both sums start at zero. Here c0 = 1 and the other c are 2, Sn′ is Sn with L in place of w, and γ² = (2πm/s)² + (2πn/s)². For m = n = 0 the last factor is h, and S0 = S0′ = 1. The result is 11.54 K mm/W at the finger centre. A separate sum over mirror images of the source in the walls and the sink agrees to 0.001 K mm/W. The junction is 10 K cooler than for the long finger, because heat also spreads past the ends.

**Conduction close to the strip.** Phonons whose free paths exceed the strip width do not carry heat near it by diffusion. As a trial, k0 was multiplied by 1 − ½ exp(−ρ²/ℓ²), with ρ the distance from the strip centre and ℓ = 1 µm. This halves it at the centre. R0 rises to 14.1 K mm/W and the junction to 480 K, a shift of +30 K. On the coarse mesh the law, with R0 from the same mesh, and the direct solution agree on 480.20 K, which also tests the claim that k0 may vary in space. The coarse mesh makes this temperature itself low by about 0.5 K, so the converged value is near 480.7 K. The halving, and the factor T0/T kept in this region, are assumptions, not results of a transport calculation.

**Radiation.** If the whole top face were black and at the junction temperature, with surroundings at 300 K, its net loss by radiation would be less than 0.02 percent of the power.

### The model beside real devices

The conductivity of 200 W/(m K) is a rough value for good gallium nitride near room temperature. Since R0 varies as 1/k0, a small change of k0 changes Tj by the fraction −x δk0/k0. For a value 10 percent lower this gives about 18 K. The full law, with x raised to 0.4064/0.9 = 0.452, gives about 21 K. A dissipation of 10 W/mm is high for continuous operation. Many radio-frequency devices use silicon carbide substrates, where the two crystals and the boundary between them need not share one temperature law.

The strongest idealization is the single finger on a wide chip. Power devices have many fingers, often tens of micrometres apart. For an unlimited row spaced by 50 µm on this substrate, s in (19) becomes 50 µm, and the first term alone is 30 K mm/W. At 10 W/mm per finger the exponent from that term would be one, and the law would give at least e times the sink temperature, or 815 K. A row of finite width loses heat sideways and is cooler than the unlimited row, but it needs its own R0. The 450 K found here belongs to the isolated finger, and the effects above show that even there it is uncertain by some tens of kelvin. They can also compound: the exponent 1.4 together with the halved conduction near the strip gives 505 K by (16) with the coarse-mesh R0, and close to 506 K once the mesh error of R0 is removed. The numerical output that follows lists the values used.

Computed results

```
base temperature T0: 300 K
conductivity at T0: 200 W/(m K)
strip width: 1.0 um
chip width and length: 1000 um
substrate thickness: 300 um
dissipated power: 10.0 W/mm
R0 at strip centre (series): 12.191 K mm/W
R0 on the coarse mesh: 12.170 K mm/W
Kirchhoff rise P*R0: 121.91 K
exponent P*R0/T0: 0.4064
second-order term (P*R0)^2/(2*T0): 24.77 K
junction temperature, exponential law: 450.41 K
junction temperature, exponential law: 177.3 deg C
conductivity at the junction: 133.2 W/(m K)
P = 2.5 W/mm: constant k 330.48 K, law 332.08 K, nonlinear solve 332.06 K
P = 5.0 W/mm: constant k 360.96 K, law 367.59 K, nonlinear solve 367.56 K
P = 10.0 W/mm: constant k 421.91 K, law 450.41 K, nonlinear solve 450.33 K
mesh shift, coarse minus fine: -0.242 K
differential resistance, law: 18.303 K mm/W
differential resistance, solver: 18.259 K mm/W
R0 recovered from solved temperature: 12.186 K mm/W
raised sink temperature: 350 K
junction with raised sink, solver: 525.10 K
ratio Tj/Tsink, raised sink: 1.50028
ratio Tj/Tsink, base sink: 1.50028
mean strip temperature: 445.84 K
mean strip temperature minus law with mean R0: 0.0219 K
steeper exponent n: 1.4
junction for steeper exponent, formula: 467.44 K
same, formula with coarse-mesh R0: 467.04 K
same, solver on coarse mesh: 467.04 K
shift from steeper exponent: +17.0 K
power where steeper law diverges: 61.5 W/mm
die-attach resistance: 0.50 mm^2 K/W
shift from die attach: +8.3 K
finite finger length: 400 um
R0 of finite finger, series: 11.540 K mm/W
R0 of finite finger, images: 11.541 K mm/W
shift from finite finger: -9.7 K
range of weakened conduction: 1.0 um
R0 with k0 halved at the strip: 14.112 K mm/W
junction with k0 halved, law: 480.20 K
junction with k0 halved, solver: 480.20 K
shift from k0 halved at the strip: +30.1 K
radiated share of power, upper bound: 0.0187 percent
```
